Depth Straggle of a Tilted Ion Implant, part 2

Ions enter a flat target along a beam tilted by θ from the inward surface normal, and we want the spread of their stopping depths. Write C = cos θ and S = sin θ. The point response is the distribution of stopping places for ions entering at one point, in an unbounded, amorphous medium. From that point, u is the displacement along the beam and v the displacement across it in the tilt plane. The depth is z, and x is the distance along the surface, positive on the side towards which the beam travels:

z = C u − S v, x = S u + C v.

The mean of u is R_p, U = u − R_p, and ⟨v⟩ = 0. The straggles s_L (along the beam) and s_T (across it) are standard deviations. In general there are three terms,

Var z = C² Var u + S² Var v − 2 S C Cov(u,v).

Symmetry about the beam axis makes Cov(u,v) zero and leaves the two-term law for the depth straggle s_z:

s_z² = s_L² C² + s_T² S².

The variance along the surface is

s_x² = S² s_L² + C² s_T².

A cut is the depth distribution of one point response at fixed x. For a Gaussian response its variance is s_L² s_T²/s_x², and a wide beam superposes all cuts. With F the fluence per unit area normal to the beam, the surface dose is F C, and the wide-beam profile is a Gaussian of area F C, mean C R_p and variance s_z².

The example has R_p = 70 nm, s_L = 25 nm, s_T = 18 nm, θ = 30° and F = 3×10¹³ cm⁻². This gives s_z² = 549.75 nm², s_z = 23.45 nm, s_x² = 399.25 nm², mean depth 60.62 nm and peak concentration 4.42×10¹⁸ cm⁻³. The Gaussian falls to a background of 1×10¹⁷ cm⁻³ at 125.2 nm. The projected width C s_L, which omits the lateral term, puts this crossing 4.3 nm too shallow.

### Near a mask edge

The profile formula assumed that every entry point that matters is open. Let a thin mask that stops all ions cover x > 0, while the beam travels towards positive x. Ions entering at x₀ < 0 then come to rest partly beneath the mask. Integrated over depth, the point response is a Gaussian in x with centre S R_p and variance s_x². The dose found at x, summed over all depths, is

F C ∫ h(x − x₀) dx₀ over x₀ from −∞ to 0,

where h is that Gaussian. Put t = x − x₀. As x₀ runs from −∞ to 0, t runs from ∞ down to x, and the reversed order of the limits cancels the minus sign in dx₀ = −dt:

F C ∫ h(t) dt over t from x to ∞ = (F C/2) erfc[(x − S R_p)/(√2 s_x)].

It falls to half the open-area value at x = S R_p = 35 nm, beneath the mask, and the transition has a standard deviation of about 20 nm. Within a few s_x of that position some of the needed cuts are missing, and the wide-beam depth profile does not apply. A mask of finite height also shadows part of the surface or lets ions through its corner, which this formula leaves out.

### The variance without the Gaussian

The variance law was derived from symmetry, so it should hold for a cloud that is not Gaussian. Random flights provide a test. Each of 200,000 ions made eight straight flights with exponentially distributed lengths of mean one free path. After each flight its direction was bent by an angle drawn from a Rayleigh distribution of scale 0.4 rad, with all azimuths equally likely. This is a caricature of scattering, chosen for its axial symmetry and not for any real ion. The flights take place in an unbounded medium, as the law assumes. At 30° about 7 percent of these ions end behind the surface plane and are counted with negative depth. A surface that removed every ion crossing it would lower the depth variance to about 6.5, so the test bears on the unbounded cloud only.

Ions launched along the normal gave a longitudinal variance of 8.24 and a lateral variance of 10.10, in squared free paths. The lateral excess kurtosis was 0.38, where a Gaussian has zero. The law predicts for a 30° tilt

0.75 × 8.236 + 0.25 × 10.102 = 8.70.

A second, independent set of ions launched at 30° had a depth variance of 8.74. The difference of 0.04 is within the combined sampling error of 0.045. Each sampled variance is uncertain by about 0.03, so the third decimal carries no weight; the exact moments of this flight model are 8.23 and 10.01, for which the law gives 8.67. The projected longitudinal part alone would be 6.18, which is far outside it. In this case the lateral straggle exceeds the longitudinal one, and tilting broadens the depth distribution, as the formula requires.

### Skewness survives the tilt

Real range distributions are generally skewed, and their lateral spread can vary with range. Let the longitudinal distribution have skewness g, so that ⟨U³⟩ = g s_L³. At a given range let v be symmetric about zero with variance

s_T² (1 + k U/s_L).

Since ⟨U⟩ = 0, the overall lateral variance is still s_T². Since v is symmetric at each range, ⟨U v⟩ = 0. The depth variance is therefore unchanged, although u and v are no longer independent.

The third moment does change. Expand the cube:

(C U − S v)³ = C³ U³ − 3 C² S U² v + 3 C S² U v² − S³ v³.

The terms odd in v average to zero. For the third term,

⟨U v²⟩ = s_T² ⟨U + k U²/s_L⟩ = k s_T² s_L.

The third central moment of the depth is then

C³ g s_L³ + 3 C S² k s_T² s_L.

At zero tilt this returns g s_L³. The second term shows that a tilted beam can give a skewed depth profile even when the longitudinal distribution has no skewness.

As an illustration assume g = 0.5 and k = 0.2, with a shifted gamma distribution for the range and a Gaussian v at each range. The lower end of that distribution lies 2/g = 4 straggles below the mean, where the lateral variance factor is 1 − 0.8 = 0.2, so it stays positive. For the lengths of the example this end is at u = −30 nm, behind the entry point, but only about four ions in 100,000 have a negative u. The two terms are 0.6495 × 7812.5 ≈ 5074 nm³ and 0.6495 × 1620 ≈ 1052 nm³. Dividing their sum by s_z³ gives a depth skewness of 0.475. Direct integration of the skewed cloud gave the same third moment, and it gave a depth variance of 549.75 nm², equal to the Gaussian value.

Equal variance does not mean equal tails. At the mean depth plus three widths, 131.0 nm, the skewed density is 2.4 times the Gaussian one. With the surface dose of the example the Gaussian concentration there is 4.42×10¹⁸ × exp(−4.5) = 4.9×10¹⁶ cm⁻³, and the skewed one is about 1.2×10¹⁷ cm⁻³. The skewed profile is still above the background of 1×10¹⁷ cm⁻³ at 131 nm, whereas the Gaussian crossed it at 125.2 nm. For these assumed parameters the shape moves the crossing by more than 5 nm. That exceeds the 4.3 nm gained by using the correct width. A correct variance alone does not guarantee a correct crossing depth.

### The part outside the surface

The unbounded Gaussian extends to negative depth. Its area there is the integral of the depth density from −∞ to 0. With t = (C R_p − z)/(√2 s_z) it becomes

(1/√π) ∫ exp(−t²) dt over t from C R_p/(√2 s_z) to ∞ = ½ erfc[C R_p/(√2 s_z)].

The mean depth is 60.62/23.45 = 2.59 widths, and the area outside is 0.49 percent. Cutting this part off and renormalizing lowers the standard deviation from 23.45 to 23.01 nm, a change of about 2 percent of the width.

The area is not the full loss. An ion that ends outside must have crossed the surface, but an ion of the unbounded model may also cross it and wander back. In reality it would have left at the first crossing. If the stopping places of the unbounded model follow this Gaussian, 0.49 percent is therefore a lower bound on the fraction that leaves. It is not a bound for a real implant: a range distribution with positive skewness can have a thinner shallow tail than the Gaussian, and then fewer ions may leave. The correction grows with tilt for the parameters used here: at 60° the mean depth is 35.0/19.98 = 1.75 widths, and the unbounded model deserves less trust.

### Angular spread of the beam

Suppose the directions of the ions entering the surface vary in the tilt plane by a small angle ε. Counted over these ions, ε has mean zero and standard deviation d. Each direction gives a profile with its own mean and variance. The total variance is the average of the variances plus the variance of the means.

For the first part, write s_z² = (s_L² + s_T²)/2 + (s_L² − s_T²) cos(2θ)/2 and expand the cosine to second order in ε:

s_z²(θ + ε) ≈ s_z² − (s_L² − s_T²)[ε sin 2θ + ε² cos 2θ].

Averaging removes the linear term and replaces ε² by d². For the second part,

R_p cos(θ + ε) ≈ R_p (C − S ε),

whose variance is R_p² S² d² at leading order. The added variance is

d² [R_p² S² − (s_L² − s_T²) cos 2θ].

For d = 1° = 0.01745 rad this is 3.046×10⁻⁴ × (1225 − 150.5) = 0.33 nm², in agreement with an average over a Gaussian distribution of angles. It widens the profile by less than 0.01 nm. A fixed tilt error of the same size does more: it shifts the mean depth by about R_p S × 0.01745 = 0.6 nm.

### When the target has directions of its own

In a crystal, ions can be steered between rows of atoms and travel further than in amorphous material. This is channelling. The crystal's directions need not coincide with the beam, so axial symmetry can fail, and with it the argument that removed the covariance.

A simple model shows the consequence. After reaching its ordinary stopping place, a fraction f of the ions travels an extra distance along the surface normal. That distance is exponentially distributed with mean L and independent of the earlier displacement. Let E be the extra distance, equal to zero for the other ions. An exponential distribution of mean L has mean square 2L², so

⟨E⟩ = f L, ⟨E²⟩ = 2 f L²,

Var E = 2 f L² − f² L² = f(2 − f)L².

Call this K. The depth becomes z + E, and since E is independent of z the variance becomes s_z² + K. With the assumed values f = 0.05 and L = 50 nm,

K = 0.05 × 1.95 × 2500 = 243.75 nm²,

and the total is 793.50 nm². The straggle rises from 23.4 to 28.2 nm, though only one ion in twenty is affected.

Now view the same cloud in the beam frame. A step along the normal has component C along the beam and −S along the lateral direction. Hence

Var u = s_L² + C² K = 807.81 nm²,

Var v = s_T² + S² K = 384.94 nm²,

Cov(u,v) = −S C K = −105.55 nm².

Putting these two variances into the two-term law gives 0.75 × 807.81 + 0.25 × 384.94 = 702.1 nm², which is too small. The covariance term adds −2 S C Cov(u,v) = 2 S² C² K = 91.4 nm² and restores 793.5 nm². The mean of v is now −S f L instead of zero, but the three-term equation still holds: replacing v by its deviation v − ⟨v⟩ in the derivation gives the same result, with the variances and the covariance taken about the means. The symmetry behind the two-term law is lost. If the extra travel were along the beam instead, it would leave v unchanged and create no covariance, and the two-term law would hold with a larger longitudinal variance.

### Beside a real implant

The lengths in the example are round values, roughly of the size met for arsenic at about 100 keV in amorphous silicon. The tilt and fluence resemble those of a pocket implant, which places dopant beneath the edge of a transistor gate. Small modern transistors call for shallower profiles and lower energies. Two assumptions are strained in such a device. The gate edge is a mask edge, so the wide-beam profile describes the open area and not the pocket itself. Silicon that has not been made amorphous beforehand allows channelling, which in the illustration above raised the width by about 20 percent. The actual amount depends on crystal orientation, surface layers and accumulated damage, and none of these is in the model. An anneal then moves the dopant further.

Numbers as computed

```
mean range R_p = 70.0 nm
longitudinal straggle s_L = 25.0 nm
lateral straggle s_T = 18.0 nm
beam fluence = 3.00e+13 cm^-2
tilt = 30.0 degrees
surface dose = 2.5981e+13 cm^-2
longitudinal term = 468.75 nm^2
lateral term = 81.00 nm^2
depth variance = 549.75 nm^2
depth straggle s_z = 23.447 nm = 2.3447e-08 m
mean depth = 60.622 nm
peak = 4.4206e+18 cm^-3 = 4.4206e+24 m^-3
background = 1.00e+17 cm^-3
depth at background = 125.17 nm
false width s_L cos(theta) = 21.651 nm
depth at background, false width = 120.84 nm
tilt  0 deg: mean 70.00 nm, s_z 25.000 nm
tilt 15 deg: mean 67.61 nm, s_z 24.593 nm
tilt 30 deg: mean 60.62 nm, s_z 23.447 nm
tilt 45 deg: mean 49.50 nm, s_z 21.783 nm
tilt 60 deg: mean 35.00 nm, s_z 19.981 nm
surface-direction variance = 399.25 nm^2
covariance of x and z = 130.34 nm^2
variance of cut at fixed x = 507.20 nm^2
flights: longitudinal variance = 8.236 (free path)^2
flights: lateral variance = 10.102 (free path)^2
flights: tilted depth variance = 8.738 (free path)^2
flights: two-term law = 8.702 (free path)^2
flights: error scale = 0.045 (free path)^2
flights: lateral excess kurtosis = 0.38 (no unit)
fraction beyond surface = 0.486 percent
straggle of part inside = 23.011 nm
assumed longitudinal skewness = 0.50 (no unit)
assumed lateral slope k = 0.20 (no unit)
skewed case: depth variance = 549.75 nm^2
skewed case: depth skewness = 0.475 (no unit)
tail test depth, mean + 3 s_z = 130.96 nm
skewed/Gaussian density there = 2.38 (no unit)
assumed angular spread = 1.0 degree
variance added by spread = 0.327 nm^2
assumed channelled fraction = 5.0 percent
assumed mean extra length = 50.0 nm
variance added by channelling = 243.75 nm^2
straggle with channelling = 28.169 nm
channelled case: cov(u,v) = -105.55 nm^2
channelled case: true variance = 793.50 nm^2
channelled case: two-term law = 702.09 nm^2
```
